# Implicit Midpoint Coupling of a Macrospin to a Transistor–Junction Circuit

## Result

A magnetic memory cell is written by a current through a tunnel junction in series with an access transistor. The junction resistance depends on the free layer's direction $\mathbf m$, and the torque on $\mathbf m$ depends on the junction voltage. Let $S$ be the free layer's angular momentum, $\mathbf p$ the fixed-layer moment direction, $v$ the voltage of the node between junction and transistor, $C$ its capacitance and $V_B(t)$ the bit-line voltage. One step of length $h$ solves

$$\mathbf D\equiv\frac{\mathbf m_1-\mathbf m_0}{h}=\bar{\mathbf m}\times\mathbf W,\qquad \mathbf W=\frac{\nabla E(\bar{\mathbf m})+\bar T\,\mathbf p\times\bar{\mathbf m}}{S}+\alpha\mathbf D, \tag{1}$$

$$C\,\frac{v_1-v_0}{h}=I_J(\bar V,\bar{\mathbf m}\cdot\mathbf p)-I_D(\bar v), \tag{2}$$

where a bar on $\mathbf m$ or $v$ denotes the mean of old and new values, $V_B$ is taken at mid-step, $\bar V=V_B-\bar v$, and $\bar T$ is the torque strength at $\bar V$. If the magnetic energy $E$ is quadratic in $\mathbf m$, then for every $h$ at which the equations are solved,

$$|\mathbf m_1|=|\mathbf m_0|,\qquad \frac{E_1-E_0}{h}=-\alpha S|\mathbf D|^2+\bar T(\bar{\mathbf m}\times\mathbf p)\cdot\mathbf D, \tag{3}$$

$$V_BI_J=\bar VI_J+\bar vI_D+\frac{C(v_1^2-v_0^2)}{2h}. \tag{4}$$

The trajectory error is of order $h^2$. Since (3) and (4) hold at any step size, a closed energy balance says nothing about that error, and convergence needs its own test.

## The equations of motion

Atomic units are used in the algebra ($\hbar=e=1$). Take $\mathbf p=\hat{\mathbf z}$, $c=\mathbf m\cdot\mathbf p$ and

$$E=-Km_z^2+K_2m_y^2=\tfrac12\mathbf m^{\mathsf T}A\,\mathbf m,\qquad A=\mathrm{diag}(0,2K_2,-2K).$$

**Torque.** Positive $V$ sends electrons from the fixed to the free layer. Let $\sigma,\sigma'=\pm1$ label spin along the axes of the fixed and free layers, both with polarization $P$. The squared spinor overlap is $(1+\sigma\sigma'c)/2$, so the channel flows are proportional to

$$w_{\sigma\sigma'}=\tfrac18(1+\sigma P)(1+\sigma'P)(1+\sigma\sigma'c).$$

Terms odd in $\sigma$ or $\sigma'$ cancel in the sums:

$$\sum w=\tfrac12(1+P^2c),\qquad \sum\sigma w=\sum\sigma'w=\tfrac12P(1+c).$$

The spin flow lost between the layers is $\tfrac12P(1+c)(\mathbf p-\mathbf m)$. It splits into a part perpendicular to $\mathbf p$, absorbed by the fixed layer, and a part $b(\mathbf p-c\mathbf m)$ perpendicular to $\mathbf m$, absorbed by the free layer. Projection on $\mathbf p$ removes the first part and gives $\tfrac12P(1+c)(1-c)=b(1-c^2)$, so $b=P/2$. Dividing by $\sum w$, multiplying by spin $1/2$ per electron and by the current $G_0V(1+P^2c)$ gives

$$\text{torque}=T(\mathbf p-c\,\mathbf m),\qquad T=\kappa V,\quad \kappa=\tfrac12PG_0 .\tag{5}$$

Electron spin is opposite to moment. This reverses both the absorbed spin and the layer's angular momentum $-S\mathbf m$, so (5) drives $\mathbf m$ towards $\mathbf p$ for $V>0$.

**Macrospin.** The conservative torque obeys $d(-S\mathbf m)/dt=\mathbf m\times(-\nabla E)$. With Gilbert damping $\alpha$ and (5),

$$S\dot{\mathbf m}=\mathbf m\times\nabla E+\alpha S\,\mathbf m\times\dot{\mathbf m}+T\,\mathbf m\times(\mathbf p\times\mathbf m). \tag{6}$$

**Circuit.** The junction current is modelled with a magnetoresistance that falls with bias,

$$I_J=G_0V\left[1+\frac{P^2c}{1+q}\right],\qquad q=\frac{V^2}{V_h^2}. \tag{7}$$

Keeping $T$ linear in $V$ beside this roll-off is a model closure. The form (7) raises the parallel resistance with bias (by 15% in the example below), whereas in real MgO junctions it changes much less than the antiparallel one. $V_h$ is not the voltage at which the magnetoresistance ratio halves; with the values used below that voltage is 0.46 V. Differentiation gives

$$\frac{\partial I_J}{\partial V}=G_0\left[1+P^2c\,\frac{1-q}{(1+q)^2}\right]\ge G_0(1-P^2)>0,$$

because the fraction has magnitude at most one. For the transistor, with source grounded, thermal voltage $\phi$, gate voltage $V_G$, threshold $V_T$ and slope factor $n$,

$$I_D=2n\beta\phi^2\left[\ln^2\!\big(1+e^{(V_G-V_T)/2n\phi}\big)-\ln^2\!\big(1+e^{(V_G-V_T-nv)/2n\phi}\big)\right]. \tag{8}$$

The second logarithm falls with $v$, so $I_D$ rises. At fixed $V_B$ and $\mathbf m$, $I_J(V_B-v)$ falls with $v$ while $I_D(v)$ rises: the static circuit has one solution. When both exponents are large, $\ln(1+e^x)\approx x$ and (8) becomes $\beta[(V_G-V_T)v-nv^2/2]$.

## Conservation of length and the two energy balances

Equation (1) makes $\mathbf D$ perpendicular to $\bar{\mathbf m}$. Hence

$$|\mathbf m_1|^2-|\mathbf m_0|^2=(\mathbf m_1+\mathbf m_0)\cdot(\mathbf m_1-\mathbf m_0)=2h\,\bar{\mathbf m}\cdot\mathbf D=0 .$$

It also makes $\mathbf D$ perpendicular to $\mathbf W$:

$$0=S\,\mathbf D\cdot\mathbf W=\nabla E(\bar{\mathbf m})\cdot\mathbf D+\bar T(\mathbf p\times\bar{\mathbf m})\cdot\mathbf D+\alpha S|\mathbf D|^2 .$$

Since $A$ is symmetric,

$$E_1-E_0=\tfrac12(\mathbf m_1+\mathbf m_0)^{\mathsf T}A(\mathbf m_1-\mathbf m_0)=h\,\nabla E(\bar{\mathbf m})\cdot\mathbf D .$$

Combining the two lines, with $-\mathbf p\times\bar{\mathbf m}=\bar{\mathbf m}\times\mathbf p$, gives (3). For an energy with non-zero third derivatives the middle identity acquires a defect of order $h^3$ per step, and the balance then closes to order $h^2$.

Multiplying (2) by $\bar v=(v_0+v_1)/2$ gives $C(v_1^2-v_0^2)/2h=\bar vI_J-\bar vI_D$. Adding $\bar VI_J$ to both sides, with $\bar V+\bar v=V_B$, gives (4).

Physically the torque work in (3) is drawn from the junction input $\bar VI_J$ in (4) and is not to be added to it. The model does not enforce this link, because $I_J$ contains no term in $\dot{\mathbf m}$. The balances are kept apart because their sizes differ greatly: in the example below, an error as large as the whole magnetic energy would change the electrical sum by less than one part in a million.

## Solving one step

Write $\mathbf w=h\mathbf W$ and let $[\mathbf a]$ be the matrix with $[\mathbf a]\mathbf b=\mathbf a\times\mathbf b$. The residuals are $\mathbf R=\mathbf m_1-\mathbf m_0-\bar{\mathbf m}\times\mathbf w$ and $r=v_1-v_0-h(I_J-I_D)/C$. A change $\delta\mathbf m_1$ moves $\bar{\mathbf m}$ by half as much, and $\delta\bar{\mathbf m}\times\mathbf w=-[\mathbf w]\delta\bar{\mathbf m}$. A change $\delta v_1$ moves $\bar V$ by $-\delta v_1/2$. The Jacobian for Newton's method is therefore

$$\frac{\partial\mathbf R}{\partial\mathbf m_1}=1+\tfrac12[\mathbf w]-[\bar{\mathbf m}]\left(\frac{h}{2S}(A+\bar T[\mathbf p])+\alpha\right),\qquad \frac{\partial\mathbf R}{\partial v_1}=\frac{h\kappa}{2S}\,\bar{\mathbf m}\times(\mathbf p\times\bar{\mathbf m}),$$

$$\frac{\partial r}{\partial\mathbf m_1}=-\frac{h}{2C}\frac{\partial I_J}{\partial c}\,\mathbf p^{\mathsf T},\qquad \frac{\partial r}{\partial v_1}=1+\frac{h}{2C}\left(\frac{\partial I_J}{\partial V}+\frac{dI_D}{dv}\right).$$

In the example below this takes about three iterations per step.

## Error of the trajectory

Equation (1) is linear in $\mathbf D$, and $1-\alpha[\bar{\mathbf m}]$ has determinant $1+\alpha^2|\bar{\mathbf m}|^2\neq0$. It can be solved for $\mathbf D$, so the scheme is the ordinary midpoint rule for a system $\dot y=F(y)$, $y=(\mathbf m,v)$, with time appended as a variable if the drive varies. Taylor expansion of the true solution about mid-step gives

$$y_1-y_0=h\dot y_{\rm mid}+\frac{h^3}{24}\dddot y+\dots,\qquad y_{\rm mid}=\frac{y_0+y_1}2-\frac{h^2}8\ddot y+\dots$$

Inserted in the scheme, the true solution leaves the defect

$$d=h^3\left(\frac{\dddot y}{24}-\frac{F'\ddot y}{8}\right)+\dots$$

If $L$ is a Lipschitz constant of $F$ and $|d|\le Mh^3$, the errors obey $|e_1|\le|e_0|+\tfrac12hL(|e_0|+|e_1|)+Mh^3$. For $hL<2$, summing over $t/h$ steps gives an error of order $h^2$ at fixed $t$. The expansion assumes a drive that is smooth within each step, and the ends of the voltage ramps are placed on step boundaries. A finite number of kinks inside steps would not lower the order, because each adds a defect of at most order $h^2$ once; a jump inside a step would lower it to one.

**Growth from the antiparallel state.** Put $\mathbf m=(x,y,-1)$ with small $x,y$, and $k_x=2K$, $k_y=2K+2K_2$. To first order $c$ does not change, so the node voltage decouples, and (6) becomes

$$S\dot x=k_yy+Tx+\alpha S\dot y,\qquad S\dot y=-k_xx+Ty-\alpha S\dot x .$$

For solutions $e^{zt}$ with $s=Sz$, the determinant condition $(s-T)^2+(k_x+\alpha s)(k_y+\alpha s)=0$ reads

$$(1+\alpha^2)s^2+[\alpha(k_x+k_y)-2T]s+T^2+k_xk_y=0. \tag{9}$$

Its roots are complex here, with real part

$$\mathrm{Re}\,s=\frac{T-T_c}{1+\alpha^2},\qquad T_c=\alpha(2K+K_2).$$

The midpoint rule multiplies such a mode per step by

$$\rho=\frac{1+hz/2}{1-hz/2},\qquad \ln\rho=hz+\frac{(hz)^3}{12}+\dots \tag{10}$$

Because $|1+hz/2|^2-|1-hz/2|^2=2h\,\mathrm{Re}\,z$, growth remains growth and decay remains decay: the threshold $T_c$ is not shifted. With $z=\lambda+i\omega$ and $\lambda\ll\omega$, the cubic term changes the growth rate by the relative amount $-(\omega h)^2/4$ and the frequency by $-(\omega h)^2/12$.

For a node disturbance $z=-1/\tau$, and $\rho$ is negative when $h>2\tau$. The voltage then rings from step to step although it remains stable.

**Backward Euler.** Evaluating the right-hand sides at the new state gives $\rho=1/(1-hz)$. A physically growing mode decays numerically when $|1-hz|>1$, that is, when

$$h>\frac{2\,\mathrm{Re}\,z}{|z|^2}. \tag{11}$$

Moreover $\mathbf m_1\cdot(\mathbf m_1-\mathbf m_0)=0$ implies $|\mathbf m_0|^2=|\mathbf m_1|^2+|\mathbf m_1-\mathbf m_0|^2$, so the moment shortens whenever it moves.

## A limit that reduces to an integral

Let $K_2=0$ and let the node follow the static circuit. Write $\mathbf B=\mathbf m\times\nabla E+T(\mathbf p-c\mathbf m)$, so that (6) is $S\dot{\mathbf m}=\mathbf B+\alpha S\,\mathbf m\times\dot{\mathbf m}$. Taking $\mathbf m\times$ of this and using $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$ gives

$$(1+\alpha^2)S\dot{\mathbf m}=\mathbf B+\alpha\,\mathbf m\times\mathbf B .$$

Here $\nabla E=-2Km_z\mathbf p$. The $z$ component of $\mathbf B$ is $T(1-m_z^2)$. That of $\mathbf m\times\mathbf B$ comes from $\mathbf m(\mathbf m\cdot\nabla E)-\nabla E$ and equals $2Km_z(1-m_z^2)$. Therefore

$$t_{\rm sw}=\int_{-\cos\theta_0}^{0}\frac{(1+\alpha^2)S\,dm_z}{(1-m_z^2)\,[\,T(m_z)+2\alpha Km_z\,]}, \tag{12}$$

with $T(m_z)$ from the static circuit. This requires the square bracket to be positive along the whole path; otherwise the cell does not switch. When it is positive, the time diverges logarithmically as the initial tilt $\theta_0\to0$: without a tilt there is no torque.

## Worked example

The free layer is bcc Fe on MgO, 40 nm across and 1.0 nm thick, with $S=1.169\times10^5\,\hbar$, $K=1.50$ eV, $K_2=0.05$ eV, $\alpha=0.010$ and $\theta_0=0.13$ rad. The initial tilt is towards $+x$; with $K_2\ne0$ the switching time depends on this direction too. The junction has $P=0.65$, $V_h=0.6$ V and a parallel zero-bias resistance of 3979 Ω. From (7), the antiparallel value is $3979\times1.4225/0.5775=9801$ Ω.

**Static circuit.** At $V_B=0.8$ V the antiparallel junction carries 86.6 µA at 0.617 V, leaving $v=0.183$ V. The limiting form of (8), with $\beta=690.6$ µA/V², $V_G-V_T=0.8$ V and $n=1.25$, gives

$$690.6\,(0.8\times0.183-1.25\times0.183^2/2)\approx86.6\ \text{µA},$$

as it should. In the parallel state the junction has 0.534 V and 116.5 µA. The resistance thus falls from 7122 to 4580 Ω, a smaller contrast than at zero bias because of the roll-off in (7).

**Instability.** The torque is $T=0.1456$ eV and the threshold is $T_c=0.010\times3.05=0.0305$ eV, so the critical junction voltage is $0.617\times0.0305/0.1456=0.129$ V. Equation (9) gives $\lambda=1.495$ ns⁻¹ and $\omega=39.6$ rad/ns. Their ratio, 0.0377, agrees with $(T-T_c)/\sqrt{k_xk_y}=0.1151/3.05$.

**Timing with $K_2=0$.** For a constant bit-line voltage and a much smaller node capacitance, (12) gives 1.7454 ns; the stepped solution at 1 ps gives 1.7458 ns. The times at 4, 2 and 1 ps show order 2.000. At 8 ps switching is 27.6 ps late, although the magnetic balance closes. For $K_2=0$ the frequency near the antiparallel state is $\omega\approx2K/S=39.0$ rad/ns. The growth-rate error $(\omega h)^2/4=0.024$, applied to the whole interval, would give 42 ps. That overestimates the delay. One step turns the transverse part of $\mathbf m$ through an angle of about $\Omega h$, with $\Omega=2K|m_z|/S$. The mean of its old and new values therefore has a squared length smaller by the relative amount $(\Omega h)^2/4$, and $\dot m_z$, which is proportional to this squared length, is reduced equally. Since $\Omega$ falls towards the equator, so does the error.

**Full case.** The 0.8 V pulse has 0.2 ns ramps and begins to fall at 4.0 ns; $C=5.0$ fF. An explicit high-order integration of the same equations, with much smaller error, puts the first zero of $m_z$ at 1.9216 ns. The state error below is the largest $|\mathbf m-\mathbf m_{\rm ref}|$ at times 8 ps apart.

| $h$ (ps) | timing error (ps) | state error | magnetic gap (eV) |
|---|---|---|---|
| 8.0 | −11.74 | 0.631 | $5\times10^{-15}$ |
| 4.0 | −1.97 | 0.187 | $7\times10^{-16}$ |
| 2.0 | −0.19 | 0.0494 | $-2\times10^{-15}$ |
| 1.0 | −0.020 | 0.0125 | $1\times10^{-14}$ |
| 0.5 | −0.003 | 0.0031 | $-5\times10^{-16}$ |

The gap is the mismatch of (3) summed over the run. It stays at rounding level even where the state error is 0.63 on a unit vector. The last two state errors give order 1.995. The timing error falls faster than $h^2$ and has the opposite sign to the delay found for $K_2=0$. Its $h^2$ term thus has a small coefficient in this example, so that higher powers of $h$ dominate at the larger steps. The smallness is particular to the tilt along $+x$: turning the initial tilt by 30°, 60°, 90°, 120° and 150° towards $+y$ gives timing errors at 1 ps of +1.66, +0.43, +0.06, −0.12 and −0.22 ps, with switching times between 1.83 and 1.89 ns. The crossing time alone would therefore give too favourable a picture of the accuracy.

**Energy.** At 0.5 ps the torque does 0.4371 eV of work and damping removes 0.4616 eV. The difference, −0.0245 eV, equals the change of $E$ from −1.4748 to −1.4993 eV. The supply delivers $2.036\times10^6$ eV (326 fJ): $1.445\times10^6$ eV enters the junction and $0.591\times10^6$ eV heats the transistor. The node ends uncharged. The torque work is a fraction $3\times10^{-7}$ of the junction input, so a combined balance judged by its relative error would be a poor test of the magnet.

**Poor choices of step or method.** The node time constant in the antiparallel state is 8.74 ps, so a 40 ps midpoint step multiplies a voltage disturbance by −0.39. For backward Euler, (11) gives $2\times1.495/(39.6^2+1.495^2)$ ns, or 1.90 ps. At 4 ps that method indeed fails to switch the cell and ends at $m_z=-0.988$. Steps below this bound are not safe either. At 1.5 ps $m_z$ does not cross zero within the run. At 1 ps it crosses at 3.02 ns instead of 1.92 ns, and the moment has shrunk to length 0.74 by the end of the run.

## The model beside a real cell

The parameters are rough values in the range of Fe-based MgO memory junctions. $K$ is the net anisotropy, 0.19 MJ/m³, left after a shape term of about 1.7 MJ/m³; it requires an interface anisotropy near 1.9 mJ/m² and, as a small difference of large terms, is sensitive to thickness and temperature. The macrospin is marginal: with an exchange stiffness of roughly 20 pJ/m, a domain wall would be about 32 nm wide in a 40 nm cell, so non-uniform reversal is possible, and its effect on the time is not computed here. The assumption with the largest evaluated effect is the fixed initial tilt. At 300 K the rms tilt is $\sqrt{k_BT_{\rm th}/K}=0.131$ rad, with $T_{\rm th}$ the temperature. Its thermal distribution, inserted in (12), spreads the switching time by 1.03 ns between the 10% and 90% points, more than half the time itself. Picosecond accuracy of the integration thus means an accurate solution of the model's equations, not a prediction for one write event.

Velocity saturation, taken as a factor $1/(1+v/E_cL)$ with channel length $L$ and $E_c=2v_{\rm sat}/\mu$, would lower the transistor current by about 17% at the same node voltage. With this reduction factor held fixed, the junction would lose 30 mV, and $T-T_c$ about 6%. The node voltage rises, however, which lowers the factor further, so both losses are underestimated: solved self-consistently they are 35 mV and 7%, and with $E_c$ half as large 79 mV and 16%. The peak barrier field is 6.2 MV/cm, below but not far from a rough MgO breakdown field of 10 MV/cm. Steady heat flow from a disc of uniform temperature into two half-spaces of conductivity 20 W/mK gives a rise of about 19 K; a narrow pillar would confine heat more. A field-like torque as large as $T$ would shift the precession frequency by about 5% and, through the accumulated phase, the switching time of the full case by 27 or 75 ps, depending on its sign. The voltage that the moving moment induces in the junction, omitted from (2), is about 4 µV in scale. The numerical output lists the remaining inputs and estimates.

## Computed results

```
Fe layer: diameter 40 nm, thickness 1.0 nm
Fe lattice 0.287 nm; moment 2.2 Bohr magnetons
Atoms 1.063e+05; angular momentum 1.169e+05 hbar
K 1.50 eV; K2 0.05 eV; damping 0.010; tilt 0.13 rad
RA 5.0 ohm um2; polarization 0.65; V_half 0.6 V
Zero-bias R: parallel 3979, antiparallel 9801 ohm
Mean conductance G0 176.68 uS
Channel: W 135 nm, L 90 nm, oxide 1.5 nm
Mobility 200 cm2/Vs; beta 690.6 uA/V2
Gate 1.2 V; threshold 0.4 V; slope 1.25
Node capacitance 5.0 fF; temperature 300 K
Pulse 0.8 V; ramps 0.2 ns; fall at 4.0 ns
Run length 4.8 ns
DC antiparallel: V 0.6170 V, I 86.63 uA, R 7122 ohm
DC parallel: V 0.5336 V, I 116.53 uA, R 4580 ohm
Torque 0.14556 eV; threshold 0.03050 eV
Critical junction voltage 0.1293 V
Growth 1.4946 /ns; precession 39.633 rad/ns
Node time 8.738 ps; factor at 40 ps -0.3919
K2=0 switch: integral 1.74541, 1 ps 1.74577 ns
K2=0: timing order 2.000; 8 ps delay 27.61 ps
Reference switch 1.921575 ns; mz speed 1.453 /ns
h 8.0 ps: switch 1.909838 ns, error -11.7370 ps
  state error 6.306e-01; Newton mean 3.51
  ledger gaps: magnetic 5.2e-15, electric 5.8e-10 eV
h 4.0 ps: switch 1.919609 ns, error -1.9654 ps
  state error 1.874e-01; Newton mean 3.00
  ledger gaps: magnetic 7.2e-16, electric 2.1e-09 eV
h 2.0 ps: switch 1.921388 ns, error -0.1864 ps
  state error 4.942e-02; Newton mean 3.00
  ledger gaps: magnetic -1.8e-15, electric 1.5e-09 eV
h 1.0 ps: switch 1.921555 ns, error -0.0197 ps
  state error 1.253e-02; Newton mean 2.99
  ledger gaps: magnetic 1.0e-14, electric 4.7e-10 eV
h 0.5 ps: switch 1.921572 ns, error -0.0031 ps
  state error 3.145e-03; Newton mean 2.96
  ledger gaps: magnetic -5.0e-16, electric 1.2e-08 eV
Last pair: state order 1.995; timing order, untested 2.669
Magnetic energy: start -1.47479, end -1.49927 eV
Torque work 0.43711; damping heat 0.46159 eV
Supply energy 2.03603e+06 eV = 326.21 fJ
Junction input 1.44459e+06 eV
Transistor heat 591442 eV
Final mz 0.99976; node voltage 5.552e-26 V
Euler suppression above 1.900 ps
Euler 4 ps: final mz -0.98795
Euler 1 ps: final length 0.74001
Thermal rms tilt 0.1313 rad; 10-90% spread 1.028 ns
Barrier 1.0 nm; peak field 6.20 MV/cm
Peak junction power 62.18 uW; heating estimate 19.4 K
Heat conductivity input 20 W/mK
Wall width 32.1 nm; stiffness input 20 pJ/m
Velocity limit 1.0e+05 m/s; channel factor 0.831
Resulting junction-voltage loss 29.6 mV
Reaction-voltage scale 4.31 uV
Gate-charging energy scale 2514 eV
Torque/anisotropy stiffness 0.0485
```
